# The SCF commutator as orbital gradient and as DIIS error: a program that tests the result

```python
"""
Result under test (closed-shell RHF, real orbitals, D = Cocc Cocc^T, F = F(D)):
  e = F D S - S D F vanishes exactly at stationary determinants;
  its virtual-occupied block in the orbital basis is F_ai = (1/4) dE/dkappa_ai;
  X^T e X with X^T S X = 1 has a norm, and gives DIIS coefficients, that do not
  depend on the basis chosen for a given space, whereas the raw e does not.
Symbols: h core Hamiltonian, S overlap, F Fock matrix, D density per spin,
C orbital coefficients, kappa_ai rotation angle of occupied i into virtual a.
Algebra is in atomic units; energies are printed in eV, lengths in angstrom.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, scf

EV = physical_constants["Hartree energy in eV"][0]
norm = np.linalg.norm


class System:
    """Integrals of a closed-shell molecule in one particular basis."""

    def __init__(self, h, S, eri, nocc, enuc):
        self.h, self.S, self.eri = h, S, eri
        self.nocc, self.enuc, self.n = nocc, enuc, len(h)
        # two-electron part 2J - K as one matrix acting on the density
        self.G = (2 * eri - eri.transpose(0, 3, 1, 2)).reshape(self.n**2, -1)
        s, U = np.linalg.eigh(S)
        self.s = s
        self.X = (U / np.sqrt(s)) @ U.T

    def fock(self, D):
        return self.h + (self.G @ D.ravel()).reshape(self.n, self.n)

    def energy(self, D):
        return np.sum(D * (self.h + self.fock(D))) + self.enuc

    def comm(self, F, D):
        return F @ D @ self.S - self.S @ D @ F

    def orth(self, e):
        return self.X.T @ e @ self.X

    def density(self, F):
        C = eigh(F, self.S)[1]
        Co = C[:, :self.nocc]
        return Co @ Co.T, C


def from_mol(mol):
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    return System(h, mol.intor("int1e_ovlp"), mol.intor("int2e"),
                  mol.nelectron // 2, mol.energy_nuc())


def diis_coefficients(errors):
    """Minimize |sum c_k e_k| with sum c_k = 1, by eliminating the last c."""
    last = errors[-1].ravel()
    if len(errors) == 1:
        return np.ones(1)
    A = np.array([e.ravel() - last for e in errors[:-1]]).T
    c = np.linalg.lstsq(A, -last, rcond=None)[0]
    return np.append(c, 1 - c.sum())


def run_diis(sys, D, orthogonalize, tol=1e-8, maxit=80, keep=8):
    """DIIS; always stopped by the orthogonalized norm, for a fair count."""
    Fs, es, log = [], [], []
    for _ in range(maxit):
        F = sys.fock(D)
        e = sys.comm(F, D)
        log.append((F, D, norm(sys.orth(e)), norm(e), sys.energy(D)))
        if log[-1][2] < tol:
            return log
        Fs.append(F)
        es.append(sys.orth(e) if orthogonalize else e)
        Fs, es = Fs[-keep:], es[-keep:]
        c = diis_coefficients(es)
        D = sys.density(sum(ck * Fk for ck, Fk in zip(c, Fs)))[0]
    raise AssertionError("DIIS did not converge")


# ---------------------------------------------------------------- water
r_oh, angle, basis = 0.96, 104.5, "6-31++g**"
mol = gto.M(atom=f"O; H 1 {r_oh}; H 1 {r_oh} 2 {angle}", basis=basis, verbose=0)
w = from_mol(mol)
no, n = w.nocc, w.n
print(f"Water RHF/{basis}: r(OH) = {r_oh} angstrom, angle = {angle} deg")
print(f"basis functions = {n}, occupied orbitals = {no}")
print(f"overlap eigenvalues: min = {w.s[0]:.5f}, max = {w.s[-1]:.4f}")

# A non-stationary determinant: eigenvectors of the Fock matrix of a rough guess
guess = np.asarray(scf.RHF(mol).get_init_guess(mol, "minao")) / 2
D0, C0 = w.density(w.fock(guess))
F0 = w.fock(D0)
e0 = w.comm(F0, D0)
e0_mo = C0.T @ e0 @ C0
block = e0_mo[no:, :no]

# Gradient from the definition: central differences of the energy
step = 1e-4


def rotated_energy(a, i, t):
    Co = C0[:, :no].copy()
    Co[:, i] = np.cos(t) * C0[:, i] + np.sin(t) * C0[:, a]
    return w.energy(Co @ Co.T)


grad = np.array([[(rotated_energy(a, i, step) - rotated_energy(a, i, -step))
                  / (2 * step) for i in range(no)] for a in range(no, n)])
dev = np.max(abs(grad - 4 * block))
assert np.max(abs(grad)) > 1e-2
assert dev < 1e-6
assert norm(e0_mo[:no, :no]) < 1e-9 and norm(e0_mo[no:, no:]) < 1e-9
assert np.allclose(e0_mo[:no, no:], -block.T, atol=1e-9)
a, i = np.unravel_index(np.argmax(abs(grad)), grad.shape)
print("-- gradient at the starting determinant --")
print(f"largest element: virtual {a + 1}, occupied {i + 1}")
print(f"  finite-difference dE/dkappa = {grad[a, i] * EV:.6f} eV/rad")
print(f"  commutator element          = {block[a, i] * EV:.6f} eV")
print(f"  ratio                       = {grad[a, i] / block[a, i]:.6f}")
print(f"largest |gradient - 4 x commutator|, all {grad.size} pairs"
      f" = {dev * EV:.1e} eV")

# A finite rotation among occupied orbitals must not change the energy
Co = C0[:, :no].copy()
t = 0.3
Co[:, 1], Co[:, 2] = (np.cos(t) * C0[:, 1] + np.sin(t) * C0[:, 2],
                      np.cos(t) * C0[:, 2] - np.sin(t) * C0[:, 1])
assert abs(w.energy(Co @ Co.T) - w.energy(D0)) < 1e-9

# Norms: two different orthogonalizers, gradient norm, bounds on the raw norm
n_orth, n_raw = norm(w.orth(e0)), norm(e0)
X_chol = np.linalg.inv(np.linalg.cholesky(w.S)).T
assert np.allclose(X_chol.T @ w.S @ X_chol, np.eye(n), atol=1e-9)
assert abs(norm(X_chol.T @ e0 @ X_chol) - n_orth) < 1e-9
assert abs(norm(grad) - 2 * np.sqrt(2) * n_orth) < 1e-5
assert w.s[0] * n_orth <= n_raw <= w.s[-1] * n_orth
print(f"gradient norm = {norm(grad) * EV:.5f} eV/rad")
print(f"orthogonalized error norm = {n_orth * EV:.5f} eV,"
      f" ratio = {norm(grad) / n_orth:.6f}")
print(f"raw error norm = {n_raw * EV:.5f} eV")

# Mismatched pair: F of the old density with the density made from that F
D1 = w.density(F0)[0]
mismatch = norm(w.orth(w.comm(F0, D1)))
matched = norm(w.orth(w.comm(w.fock(D1), D1)))
assert mismatch < 1e-9 and matched > 1e-3
print("-- which F goes with which D (orthogonalized norms) --")
print(f"F(old D) with new D = {mismatch * EV:.1e} eV")
print(f"F(new D) with new D = {matched * EV:.5f} eV")

# Non-idempotent density: zero commutator without being a determinant
Dflat = no / n * np.linalg.inv(w.S)
flat = norm(w.orth(w.comm(w.fock(Dflat), Dflat)))
Xi = np.linalg.inv(w.X)
defect = norm(Xi @ (Dflat @ w.S @ Dflat - Dflat) @ Xi)
assert flat < 1e-8 and defect > 0.1
print(f"D = (n/N) S^-1: error norm = {flat * EV:.1e} eV,"
      f" idempotency defect = {defect:.4f}")

# ---------------------------------------------------------------- convergence
log = run_diis(w, D0, True)
F, D, res, _, E = log[-1]
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
E_ref = mf.kernel()
assert mf.converged and abs(E - E_ref) < 1e-7
eps, C = eigh(F, w.S)
D_next = C[:, :no] @ C[:, :no].T
assert norm(Xi @ (D_next - D) @ Xi) < 1e-6
print("-- DIIS, orthogonalized error --")
print("cycle   orth. norm/eV   raw norm/eV   E - E(final)/eV")
for k, (_, _, a_norm, b_norm, Ek) in enumerate(log):
    print(f"{k:5d}   {a_norm * EV:11.3e}   {b_norm * EV:11.3e}"
          f"   {(Ek - E) * EV:12.3e}")
print(f"final energy = {E * EV:.5f} eV = {E:.7f} hartree")
print(f"difference from separate PySCF run = {abs(E - E_ref) * EV:.1e} eV")
print(f"HOMO = {eps[no - 1] * EV:.4f} eV, LUMO = {eps[no] * EV:.4f} eV")

# ---------------------------------------------------------------- rescaled basis
factor = 10.0
scale = np.ones(n)
scale[0] = factor
TT = np.outer(scale, scale)
w2 = System(w.h * TT, w.S * TT,
            w.eri * TT[:, :, None, None] * TT[None, None, :, :], no, w.enuc)
assert abs(w2.energy(D0 / TT) - w.energy(D0)) < 1e-9
e0s = w2.comm(w2.fock(D0 / TT), D0 / TT)
assert abs(norm(w2.orth(e0s)) - n_orth) < 1e-8
assert abs(norm(e0s) / n_raw - 1) > 1e-3
label = " ".join(mol.ao_labels()[0].split())
print(f"-- basis function '{label}' multiplied by {factor:.0f} --")
print(f"start: orth. norm = {norm(w2.orth(e0s)) * EV:.5f} eV,"
      f" raw norm = {norm(e0s) * EV:.5f} eV")

# DIIS coefficients from the same four determinants, in both bases
first = log[:4]
raw1 = [w.comm(f, d) for f, d, *_ in first]
raw2 = [w2.comm(f * TT, d / TT) for f, d, *_ in first]
c_o1 = diis_coefficients([w.orth(e) for e in raw1])
c_o2 = diis_coefficients([w2.orth(e) for e in raw2])
c_r1, c_r2 = diis_coefficients(raw1), diis_coefficients(raw2)
assert np.max(abs(c_o1 - c_o2)) < 1e-6
assert np.max(abs(c_r1 - c_r2)) > 1e-3
print("DIIS coefficients from cycles 0-3:")
for name, c in (("orth., original", c_o1), ("orth., rescaled", c_o2),
                ("raw,   original", c_r1), ("raw,   rescaled", c_r2)):
    print(f"  {name}: " + " ".join(f"{x:9.5f}" for x in c))

log_o2 = run_diis(w2, D0 / TT, True)
log_r1 = run_diis(w, D0, False)
log_r2 = run_diis(w2, D0 / TT, False)
for other in (log_o2, log_r1, log_r2):
    assert abs(other[-1][4] - E) < 1e-7
assert np.allclose([x[2] for x in log[:6]], [x[2] for x in log_o2[:6]], rtol=1e-5)
print(f"cycles to orth. norm < {1e-8 * EV:.1e} eV (original, rescaled):")
print(f"  orthogonalized: {len(log) - 1}, {len(log_o2) - 1};"
      f"  raw: {len(log_r1) - 1}, {len(log_r2) - 1}")

# ---------------------------------------------------------------- H2, energy maximum
r_hh = 0.74
h2 = from_mol(gto.M(atom=f"H 0 0 0; H 0 0 {r_hh}", basis="sto-3g", verbose=0))
g, u = np.array([1.0, 1.0]), np.array([1.0, -1.0])
g, u = g / np.sqrt(g @ h2.S @ g), u / np.sqrt(u @ h2.S @ u)
Du = np.outer(u, u)
Fu = h2.fock(Du)
err_u = norm(h2.orth(h2.comm(Fu, Du)))


def energy_h2(t):
    c = np.cos(t) * u + np.sin(t) * g
    return h2.energy(np.outer(c, c))


d = 1e-3
curvature = (energy_h2(d) - 2 * energy_h2(0) + energy_h2(-d)) / d**2
gap = energy_h2(0) - energy_h2(np.pi / 2)
assert err_u < 1e-10 and curvature < -1e-2 and gap > 0
assert u @ Fu @ u > g @ Fu @ g
print(f"-- H2 RHF/STO-3G, r = {r_hh} angstrom, antibonding pair --")
print(f"error norm = {err_u * EV:.1e} eV, curvature = {curvature * EV:.3f} eV/rad^2")
print(f"occupied level = {u @ Fu @ u * EV:.4f} eV,"
      f" empty level = {g @ Fu @ g * EV:.4f} eV")
print(f"energy above the bonding determinant = {gap * EV:.4f} eV")
print("PASS")
```

It prints:

```
Water RHF/6-31++g**: r(OH) = 0.96 angstrom, angle = 104.5 deg
basis functions = 30, occupied orbitals = 5
overlap eigenvalues: min = 0.01449, max = 5.2197
-- gradient at the starting determinant --
largest element: virtual 9, occupied 3
  finite-difference dE/dkappa = -10.082844 eV/rad
  commutator element          = -2.520711 eV
  ratio                       = 4.000000
largest |gradient - 4 x commutator|, all 125 pairs = 2.7e-07 eV
gradient norm = 22.51132 eV/rad
orthogonalized error norm = 7.95895 eV, ratio = 2.828427
raw error norm = 11.44031 eV
-- which F goes with which D (orthogonalized norms) --
F(old D) with new D = 8.9e-13 eV
F(new D) with new D = 4.27707 eV
D = (n/N) S^-1: error norm = 9.6e-13 eV, idempotency defect = 0.7607
-- DIIS, orthogonalized error --
cycle   orth. norm/eV   raw norm/eV   E - E(final)/eV
    0     7.959e+00     1.144e+01      9.160e-01
    1     4.277e+00     6.020e+00      2.429e-01
    2     5.166e-01     7.775e-01      5.286e-03
    3     1.020e-01     1.685e-01      3.645e-04
    4     1.687e-02     2.560e-02      1.345e-05
    5     3.561e-03     5.661e-03      6.630e-07
    6     3.799e-04     5.232e-04      5.433e-09
    7     3.821e-05     5.570e-05      4.640e-11
    8     6.509e-06     1.001e-05      3.867e-13
    9     1.571e-06     2.347e-06     -1.547e-12
   10     3.325e-07     5.113e-07     -3.867e-13
   11     5.757e-08     9.377e-08      0.000e+00
final energy = -2068.89038 eV = -76.0303190 hartree
difference from separate PySCF run = 6.6e-12 eV
HOMO = -13.8546 eV, LUMO = 1.1438 eV
-- basis function '0 O 1s' multiplied by 10 --
start: orth. norm = 7.95895 eV, raw norm = 16.14377 eV
DIIS coefficients from cycles 0-3:
  orth., original:  -0.01067  -0.03899  -0.16142   1.21107
  orth., rescaled:  -0.01067  -0.03899  -0.16142   1.21107
  raw,   original:  -0.01032  -0.03877  -0.19008   1.23917
  raw,   rescaled:  -0.01478  -0.03029  -0.05452   1.09959
cycles to orth. norm < 2.7e-07 eV (original, rescaled):
  orthogonalized: 11, 11;  raw: 10, 11
-- H2 RHF/STO-3G, r = 0.74 angstrom, antibonding pair --
error norm = 9.2e-16 eV, curvature = -48.954 eV/rad^2
occupied level = 6.0568 eV, empty level = -2.9143 eV
energy above the bonding determinant = 42.9770 eV
PASS
```
